# Why helium correlation orbitals are compact and bound orbitals alone fail

**Q.** When I excite a helium electron to 2p, it sits about 5 bohr from the nucleus. Ground-state correlation calculations also use an orbital called 2p. Is it the same orbital?

**A.** It has the same angular shape, but its radial function answers a different question. The spectroscopic 2p describes an electron that has left the 1s shell. The correlation 2p describes how two electrons inside that shell avoid each other.

The simplest model that shows this mixes two configurations,

$$\Psi=c_0|1s^2\rangle+c_1|2p^2\rangle,\qquad c_0^2+c_1^2=1 .$$

I use hartree atomic units, nuclear charge $Z=2$, a fixed point nucleus and no relativity. The state is a singlet with total $L=0$, so the spatial function is symmetric. Let $s(r)$ and $p(r)$ be $r$ times the radial functions, real and normalized: $\int s^2dr=\int p^2dr=1$. With $\theta$ the angle between the two position vectors and $P_k$ a Legendre polynomial,

$$|1s^2\rangle=\frac{s(r_1)s(r_2)}{4\pi r_1r_2},\qquad |2p^2\rangle=\frac{p(r_1)p(r_2)}{4\pi r_1r_2}\sqrt3\,P_1(\cos\theta).$$

The $\sqrt3$ normalizes the second function, because $P_k^2$ averages to $1/(2k+1)$ over directions.

**Q.** What couples the two configurations?

**A.** The repulsion does. Expand it as

$$\frac1{r_{12}}=\sum_k\frac{r_<^k}{r_>^{k+1}}P_k(\cos\theta).$$

Between the two configurations the angular average is $\sqrt3\,\langle P_1P_k\rangle$. It vanishes unless $k=1$, where it is $\sqrt3/3=1/\sqrt3$. The coupling is therefore

$$V=\frac{G}{\sqrt3},\qquad G=\iint s(r)p(r)\frac{r_<}{r_>^2}s(r')p(r')\,dr\,dr'.$$

Within $2p^2$ we need $3\langle P_1^2P_k\rangle$. Since $P_1^2=(1+2P_2)/3$, this is 1 for $k=0$ and $3\cdot\frac23\cdot\frac15=\frac25$ for $k=2$. With

$$h_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac Zr,\qquad I_s=\langle s|h_0|s\rangle,\quad I_p=\langle p|h_1|p\rangle,$$

the two configuration energies are

$$E_{ss}=2I_s+F^0_{ss},\qquad E_{pp}=2I_p+F^0_{pp}+\tfrac25F^2_{pp}.$$

Here $F^k$ is the same kind of double integral, with $r_<^k/r_>^{k+1}$ between two densities $s^2$ or $p^2$. The coefficients obey

$$(E_{ss}-E)c_0+Vc_1=0,\qquad Vc_0+(E_{pp}-E)c_1=0 .$$

The second row gives $c_1=-Vc_0/(E_{pp}-E)$. Inserted in the first, it gives

$$E=E_{ss}-\frac{V^2}{E_{pp}-E}\approx E_{ss}-\frac{V^2}{E_{pp}-E_{ss}},$$

where the last form needs $V$ to be small compared with the gap. For nodeless positive $s$ and $p$, $V>0$ and so $c_1<0$. The amplitude is then larger at $\cos\theta=-1$: the electrons prefer opposite sides of the nucleus.

**Q.** Why should that favour a small 2p?

**A.** $V$ contains the product $sp$, so a large 2p gains little: most of it lies where there is no 1s density. A very small 2p also overlaps 1s poorly, and its kinetic energy widens the gap. To see the compromise, keep the Hartree–Fock (HF) 1s and try $p\propto r^2e^{-\zeta r}$, whose mean radius is $5/(2\zeta)$:

| mean radius (bohr) | $V$ (hartree) | gap (hartree) | gain (millihartree) |
|---|---|---|---|
| 0.6 | 0.401 | 13.70 | 11.75 |
| 1.0 | 0.326 | 5.20 | 20.41 |
| 2.0 | 0.129 | 2.47 | 6.74 |
| 5.0 | 0.0118 | 2.33 | 0.060 |

At 1.0 bohr the approximate formula gives $0.32628^2/5.1957=0.02049$ hartree, close to the 20.41 millihartree from the full two-by-two problem. In this family the gain is largest at a mean radius of 1.02 bohr; the HF 1s has 0.927 bohr. From 1.0 to 0.6 bohr $V^2$ grows by a factor of 1.5, but the gap grows by a factor of 2.6.

**Q.** That compares trial shapes. What does the best orbital's own equation say?

**A.** Vary $p$ in

$$E=c_0^2E_{ss}+2c_0c_1V+c_1^2E_{pp}$$

at fixed coefficients. Define the potential of a radial density $\rho$,

$$Y^k[\rho](r)=\int\frac{r_<^k}{r_>^{k+1}}\rho(r')\,dr'.$$

The three kinds of term change by

$$\delta I_p=2\!\int\!\delta p\,h_1p,\quad \delta F^k_{pp}=4\!\int\!\delta p\,Y^k[p^2]\,p,\quad \delta G=2\!\int\!\delta p\,Y^1[sp]\,s .$$

The factors count how often $p$ occurs: twice in $I_p$ and $G$, four times in $F^k$. Keep $p$ normalized by subtracting $2c_1^2\varepsilon_p(\int p^2dr-1)$, set the total variation to zero and divide by $4c_1^2$:

$$\Big[h_1+Y^0[p^2]+\tfrac25Y^2[p^2]\Big]p+\frac{c_0}{c_1\sqrt3}\,Y^1[sp]\,s=\varepsilon_p\,p .$$

No multiplier is needed for orthogonality to 1s, since the angular parts provide it. This is the multiconfiguration Hartree–Fock (MCHF) equation for the correlation orbital.

**Q.** Is $\varepsilon_p$ something like the binding energy of an excited electron?

**A.** No. Multiply the equation by $p$ and integrate:

$$\varepsilon_p=I_p+F^0_{pp}+\tfrac25F^2_{pp}+\frac{c_0}{c_1}V .$$

The second coefficient equation says $(c_0/c_1)V=E-E_{pp}=E-2I_p-F^0_{pp}-\frac25F^2_{pp}$. The repulsion terms cancel and leave

$$\boxed{\varepsilon_p=E-I_p}$$

So $\varepsilon_p$ contains the total energy of both electrons, less the one-electron energy $I_p$. The lowest eigenvalue of $h_1$ is the hydrogenic $n=2$ level, $-Z^2/8$, so $I_p\ge-Z^2/8$ and

$$\varepsilon_p\le E+\frac{Z^2}{8}.$$

The converged solution has $E=-2.8823$ and $I_p=0.5681$, so $\varepsilon_p=-3.4504$ hartree, below the bound of $-2.3823$. A spectroscopic 2p electron in the field of the nucleus and one HF 1s electron has $-0.127$ hartree.

**Q.** How does such a low eigenvalue make the orbital small?

**A.** Move the coupling term to the right:

$$\Big[h_1+Y^0[p^2]+\tfrac25Y^2[p^2]-\varepsilon_p\Big]p=-\frac{c_0}{c_1\sqrt3}\,Y^1[sp]\,s .$$

Read this way, $p$ is the response to a source. The source is positive, because $c_1<0$, and it carries a factor $s$, so it fades where the 1s orbital fades. The response to a local source spreads over roughly $1/\sqrt{2|\varepsilon_p|}=0.38$ bohr. A source of 1s size with so short a spread gives an orbital of 1s size. The computed mean radii are 0.92 bohr for 1s and 1.00 bohr for the correlation 2p.

A small admixture does not mean a weak source. With $c_0=0.998$ and $c_1=-0.0635$, the prefactor $|c_0/(c_1\sqrt3)|$ is about 9. The source also contains $p$, so the equation must be solved self-consistently.

**Q.** Far outside, then, does the orbital fall as $e^{-\sqrt{2|\varepsilon_p|}\,r}$?

**A.** It falls more slowly, because the source reaches further than that. Varying $s$ gives the same kind of equation with the roles exchanged, and the first coefficient equation gives $\varepsilon_s=E-I_s=-0.937$ hartree. At large $r$ the coupling term in that equation is small, and both electrons see the charge $Z-1$, so

$$-\tfrac12s''\approx\Big(\varepsilon_s+\frac{Z-1}{r}\Big)s,\qquad \frac{s'}{s}\approx-\kappa,\quad\kappa=\sqrt{-2\varepsilon_s}.$$

Write $p=g\,s$ with $g$ slowly varying. Then $-\frac12p''=-\frac12gs''-g's'-\frac12g''s$. The $(Z-1)/r$ terms cancel between the two equations, and $Y^1[sp]\to\langle s|r|p\rangle/r^2$. To leading order

$$(\varepsilon_s-\varepsilon_p)\,g=-\frac{c_0}{c_1\sqrt3}\frac{\langle s|r|p\rangle}{r^2}
\;\Rightarrow\; g=\frac A{r^2},\quad A=-\frac{c_0\langle s|r|p\rangle}{c_1\sqrt3\,(\varepsilon_s-\varepsilon_p)} .$$

The first correction comes from $-g's'$. With $g'\approx-2g/r$ it equals $-2\kappa gs/r$, which lowers the bracket to $\varepsilon_s-\varepsilon_p-2\kappa/r$. Hence

$$\frac ps\approx\frac A{r^2}\left[1+\frac{2\kappa}{(\varepsilon_s-\varepsilon_p)\,r}\right].$$

The bracket is $1+1.089/r$, which is 1.18 at 6 bohr and 1.11 at 10 bohr. Solving the orbital equations outward gives 1.28 and 1.14. The difference shrinks with distance, as omitted higher powers of $1/r$ should. So the tail follows the 1s tail, reduced by $1/r^2$.

The global basis that gave the energy returns 1.46 instead of 1.14 at 10 bohr. A good energy does not guarantee a good remote tail.

**Q.** Does the contraction hold beyond 2p?

**A.** In helium it does for the leading orbitals of each symmetry. A larger configuration interaction (CI) calculation, with $l\le3$ in a compact radial basis, can be brought to the form $\sum_ic_i\phi_i(1)\phi_i(2)$; the $\phi_i$ are its natural orbitals. The spectroscopic orbitals here are model ones, for an electron in the field of the nucleus and one HF 1s electron, without exchange. Real singlet and triplet states differ by a few tenths of a bohr for $n=2$: the outer electron of $2\,^1S$ has a mean radius of about 5.2 bohr, and a He⁺ core with exchange puts 2p at 5.14 bohr (singlet) and 4.67 bohr (triplet). The leading correlation orbitals compare with the model ones as follows:

| orbital | natural, mean radius (bohr) | spectroscopic, mean radius (bohr) |
|---|---|---|
| 2s | 1.32 | 4.77 |
| 2p | 1.06 | 4.87 |
| 3d | 1.08 | 10.50 |
| 4f | 1.09 | 18.00 |

For an electron pair in a larger atom, the source argument suggests the size of the shell that holds the pair. These calculations do not test that.

**Q.** I could still use my spectroscopic orbitals. There are infinitely many, so surely enough of them will build the compact one?

**A.** Infinitely many is not the same as complete. Define the orbitals by one operator,

$$f=h_l+J(r),\qquad J=Y^0[s_{\rm HF}^2],$$

the field of the nucleus and one HF 1s electron. Its lowest eigenfunction is the HF 1s, and its other bound eigenfunctions are Rydberg orbitals. All have negative eigenvalues. The set becomes complete when the positive-energy continuum functions are included.

Any combination of bound eigenfunctions has a negative mean value of $f$. The correlation 2p has

$$\langle p|f|p\rangle=I_p+\int J\,p^2\,dr=+1.51\ \text{hartree},$$

because a p function this compact has a large kinetic energy. For $r^2e^{-\zeta r}$ with mean radius 1 bohr, $\zeta=2.5$, the kinetic energy $\zeta^2/2$ already exceeds the nuclear attraction $Z\zeta/2$. It therefore cannot be a sum of bound orbitals. The bound $np$ orbitals up to $n=10$ hold 10 percent of its norm.

**Q.** What energy do the bound orbitals give?

**A.** Here is the CI energy with all bound orbitals up to shell $n$ and $l\le3$:

| largest $n$ | energy (hartree) |
|---|---|
| 1 | $-2.861680$ |
| 2 | $-2.861993$ |
| 5 | $-2.862304$ |
| 10 | $-2.862370$ |

It settles, but barely below the HF energy in the first row. For reference, a separate calculation with 22 Hylleraas functions, which contain $r_{12}$ explicitly, gives $-2.903709$ hartree. That is a variational upper bound to the energy of this nonrelativistic model, not a measured value.

**Q.** Perhaps the sum is just slow, and shells beyond 10 add up to the rest?

**A.** Their contribution can be estimated. Near the nucleus, the small energy $-1/(2n^2)$ of a high Rydberg orbital hardly matters, so its shape there does not depend on $n$; only its normalization does. Further out the orbital oscillates with squared amplitude $C^2/k$, where $k=\sqrt{2/r-1/n^2}$ is the local wave number. Its norm is proportional to $C^2\int dr/k$. Setting $r=n^2x$ makes $dr\propto n^2$ and $1/k\propto n$, so the integral grows as $n^3$ and $C^2\propto n^{-3}$.

The orbital's amplitude in the 1s region is thus proportional to $n^{-3/2}$. The configuration $1s\,Ns$ does not couple to $1s^2$, since that matrix element is proportional to $\langle Ns|f|1s\rangle=0$. The leading new configurations put one electron in shell $N$ and the other in a low excited orbital of the same $l$; their coupling to $1s^2$ is linear in the shell-$N$ orbital inside the 1s region and so is proportional to $N^{-3/2}$. The energy gain is quadratic in the coupling, while the energy gaps tend to constants. Shell $N$ therefore adds a gain proportional to $N^{-3}$. The computed gains at $N=9$ and 10 fall with the power 3.01. The remaining sum gives

$$E_\infty\approx E_N-(E_{N-1}-E_N)\,N^3\sum_{n>N}n^{-3}.$$

From $N=10$ this yields $-2.862395$ hartree. All higher shells together add about 0.025 millihartree. The limit lies

$$-2.862395+2.903709=0.04131\ \text{hartree}=1.124\ \text{eV}$$

above the Hylleraas energy. The bound orbitals recover 1.7 percent of the correlation energy, taken here as the HF energy minus the Hylleraas energy. Restricting to $l\le3$ is not the main cause: CI with the same $l\le3$ in the compact basis reaches $-2.903281$ hartree, only 0.43 millihartree above Hylleraas. That basis has 16 radial functions per $l$; with 24 the energy drops by a further 0.03 millihartree, to $-2.903314$.

**Q.** An extrapolation is not a proof. Could bound orbitals of every $l$ still reach the true energy?

**A.** Suppose they did. Let $\Psi$ now be the true ground state with energy $E$, and $E_1$ the next singlet $L=0$ energy. Write a normalized CI function as $\Psi_N=a\Psi+b\chi$, with $\chi$ normalized and orthogonal to $\Psi$. The cross terms in the energy vanish because $H\Psi=E\Psi$, and $\langle\chi|H|\chi\rangle\ge E_1$. Hence

$$E_N-E\ge(1-|a|^2)(E_1-E).$$

If $E_N\to E$, then $|a|\to1$. So $\Psi$ is a limit of bound-orbital functions, and its p-wave part is a sum of products of bound p orbitals. The mean of $f$ per electron in that part must then be negative. In the compact CI function it is $+1.47$ hartree. The logic is general; the sign is a numerical result for an accurate approximation to $\Psi$.

The same inequality estimates the damage. A function in the bound space can overlap $\Psi$ by at most the part of $\Psi$ inside that space. For $n\le10$ and $l\le3$, a weight of 0.00769 lies outside, so the error is at least about

$$(2.9033-2.1459)\times0.00769=0.0058\ \text{hartree}.$$

The computed error at $n=10$ is 0.041 hartree. The estimate is only a lower limit: it assumes the largest possible overlap with $\Psi$ and prices the missing part at the first excited energy, the lowest it could have.

**Q.** Does the continuum mean that the atom is ionized part of the time?

**A.** No. A single continuum function extends to infinity, but a superposition can cancel outside the atom and leave a compact orbital, just as plane waves form a localized packet.

The compact basis shows this. Its functions are all square-integrable. I diagonalized $f$ in it and sorted the resulting orbitals by the sign of their energy. Using only negative-energy orbitals gives $-2.862301$ hartree. Allowing one electron at a time into positive-energy orbitals gives $-2.869097$, and allowing both gives $-2.903281$. Most of the recovered energy needs both electrons there: the first step gains 6.8 millihartree and the second a further 34.2. The split depends on the basis, because its orbitals only approximate the true bound and continuum functions; other bases give 6.5 to 7.0 and 33.9 to 34.6 millihartree.

**Q.** Would a different set of bound orbitals do better?

**A.** It gives a different wrong limit. With the bound orbitals of He⁺, eigenfunctions of $h_l$ alone, the extrapolated energy is $-2.8507$ hartree, 53 millihartree above Hylleraas. That is even above the HF energy, so these orbitals cannot build the HF 1s itself. The proof carries over with $h_l$ in place of $f$: its mean in the p-wave part is $+0.555$ hartree (a larger radial basis shifts it by 0.001), also positive.

By contrast, one compact correlation 2p, optimized together with 1s, lowers the HF energy by 20.6 millihartree. Adding the spectroscopic 2p to the HF 1s in the same two-configuration form gains 0.085. In practice one can leave out explicit continuum functions, provided the orbitals that replace them are flexible where the electrons actually are.

## Table of computed values

```
HF energy -2.861680 Eh; HF 1s eigenvalue -0.91796 Eh
HF 1s mean radius 0.9273 a0
2p Slater orbital of given mean radius, with HF 1s:
  <r> 0.6 a0: V 0.40133 Eh, gap 13.6961 Eh, gain 11.7501 mEh
  <r> 1.0 a0: V 0.32628 Eh, gap 5.1957 Eh, gain 20.4103 mEh
  <r> 2.0 a0: V 0.12910 Eh, gap 2.4662 Eh, gain 6.7397 mEh
  <r> 5.0 a0: V 0.01179 Eh, gap 2.3285 Eh, gain 0.0597 mEh
mean radius with largest gain 1.02 a0
MCHF 1s2+2p2 energy -2.882281 Eh
MCHF c0 0.99798, c1 -0.06347 (no unit)
MCHF V 0.32464 Eh, gap 5.0841 Eh
MCHF gain over HF 20.601 mEh
MCHF I_p 0.5681 Eh, eps_p -3.4504 Eh, eps_s -0.9370 Eh
upper bound E + Z^2/8 on eps_p -2.3823 Eh
decay length 1/sqrt(2|eps_p|) 0.381 a0
MCHF radii: 1s 0.9235 a0, correlation 2p 1.0012 a0
tail constant A 3.4017 a0^2, first correction 1.089 a0 / r
ratio r^2 P_p/(A P_s), no unit (solved tail; global basis near same r):
  r = 6.00 a0: 1.2805; 1.2849
  r = 10.00 a0: 1.1381; 1.4595
spectroscopic 2p: energy -0.12743 Eh, radius 4.865 a0
gain with HF 1s and spectroscopic 2p 0.08536 mEh
correlation 2p: weight on bound np, n<=10: 0.1012 (no unit)
correlation 2p: mean of f 1.5139 Eh
CI with bound orbitals up to n, l<=3 (f set; He+ set):
  n<=1: -2.8616799 Eh; -2.7500000 Eh
  n<=2: -2.8619930 Eh; -2.8334052 Eh
  n<=3: -2.8621754 Eh; -2.8429084 Eh
  n<=5: -2.8623035 Eh; -2.8477353 Eh
  n<=7: -2.8623455 Eh; -2.8491188 Eh
  n<=10: -2.8623696 Eh; -2.8498813 Eh
power of n in the fall of the gain (f set) 3.008 (no unit)
extrapolated limits: f set -2.862395 Eh; He+ set -2.85067 Eh
compact set, positive-energy orbitals allowed per configuration:
  at most 0: -2.862301 Eh
  at most 1: -2.869097 Eh
  at most 2: -2.903281 Eh
compact CI l<=3: ground -2.903281 Eh, first excited 1S -2.14592 Eh
Hylleraas energy, 22 terms: -2.903709 Eh
compact CI minus Hylleraas 0.428 mEh
p-wave weight 0.00397 (no unit), mean f 1.4724 Eh, mean h 0.5548 Eh
weight of CI state outside bound space n<=10: 0.00769 (no unit)
lower bound on bound-only error 5.825 mEh
bound-only error at the limit, f set 41.31 mEh = 1.124 eV
bound-only error at the limit, He+ set 53.04 mEh
share of correlation energy found by f set 1.701 percent
  2s radius: natural 1.316 a0, spectroscopic 4.771 a0
  2p radius: natural 1.056 a0, spectroscopic 4.865 a0
  3d radius: natural 1.080 a0, spectroscopic 10.495 a0
  4f radius: natural 1.093 a0, spectroscopic 18.000 a0
```
